\section*{Depth-marching two-beam analysis of damage in ion channelling spectra}

\section{The decision: what to subtract}

Before a damage profile from a channelling measurement is used to calibrate an implantation or annealing model, one must decide how much of the aligned yield in excess of that of a virgin crystal counts as displaced atoms. Part comes from direct scattering by such atoms. The rest comes from ions that earlier damage has knocked out of the channels, and it persists behind the damage. In the silicon example below, counting both parts down to 550 nm gives $2723\ \mathrm{nm^{-2}}$ displaced atoms where the model contains $2190\ \mathrm{nm^{-2}}$, an excess of 24\%.

The scheme separates the two parts in one march from the surface. If a depth window behind the damage is free of displaced atoms, it also determines the dechannelling cross-section.

\section{Spectra and depth scale}

Let $R$, $A$ and $V$ be the counts in one energy channel for random incidence, aligned incidence on the damaged crystal, and aligned incidence on a virgin crystal. All three are normalised to the same ion charge. Define
\begin{equation}
\chi_D=A/R,\qquad \chi_V=V/R .
\end{equation}
Scattering cross-section, solid angle, charge and channel thickness multiply all three counts and cancel in these ratios, provided that one depth scale serves for all.

For that scale take the random stopping power $S(E)=S_0(E/E_0)^{-p}$, with beam energy $E_0$. Along a path $x$, $dE/dx=-S_0E_0^pE^{-p}$. With $m=1+p$, multiplication by $mE^p$ gives $d(E^m)/dx=-mS_0E_0^p$, a constant. Hence, for normal incidence and scattering angle $\theta_s$,
\begin{align}
E^m(z)&=E_0^m-mS_0E_0^p\,z,\\
E_{\rm det}^m(z)&=[K E(z)]^m-mS_0E_0^p\,z/|\cos\theta_s| ,
\end{align}
where $K$ is the kinematic factor, the fraction of energy kept in the collision. Inverting $E_{\rm det}(z)$ turns channel edges into depth edges.

\section{Two beams and their elimination}

Let $n$ be the atomic density, $c(z)$ the displaced fraction and $u(z)$ the fraction of ions still channelled. The model assumes that:
\begin{itemize}
\item a dechannelled ion sees every atom, while a channelled ion sees displaced atoms alone, with weight $f$ ($f=1$ for random displacement);
\item dechannelling is irreversible, with a virgin rate $\kappa$ and a damage rate $\sigma nc$ that add;
\item the virgin yield $\chi_V$ is itself a dechannelled fraction.
\end{itemize}
The normalised yield is then the dechannelled fraction plus direct scattering:
\begin{equation}
\chi_D=(1-u)+ufc\quad\Longrightarrow\quad 1-\chi_D=u(1-fc).
\label{eq:yield}
\end{equation}
The channelled fraction obeys $u'=-(\kappa+\sigma nc)u$, and in the virgin crystal $u_V=1-\chi_V$ obeys $u_V'=-\kappa u_V$. Write $u=u_Vv$, so that $v$ is the survival against damage. Then
\begin{equation}
u'=u_V'v+u_Vv'=-\kappa u+u_Vv'
\quad\Longrightarrow\quad v'=-\sigma ncv,\qquad v(0)=1 .
\label{eq:surv}
\end{equation}
Dividing (\ref{eq:yield}) by $1-\chi_V$ defines a measured quantity $g$:
\begin{equation}
g\equiv\frac{1-\chi_D}{1-\chi_V}=\frac{R-A}{R-V}=v(1-fc).
\label{eq:g}
\end{equation}
Thus $fcv=v-g$. Inserting $cv=(v-g)/f$ in (\ref{eq:surv}) removes the unknown profile:
\begin{equation}
v'=-s(v-g),\qquad s=\sigma n/f .
\label{eq:linear}
\end{equation}
The equation is linear in $v$, with measured input $g$. The data enter through $g$ alone, so they determine $fc=1-g/v$ and $\sigma/f$, but not $f$ separately. Reading noiseless data made with $f=0.8$ as if $f=1$ gave an areal density 0.800 times the true one and a cross-section 1.250 times the true one.

With $\tau(z)=\int_0^z s\,dz'$, equation (\ref{eq:linear}) becomes $dv/d\tau+v=g$. Multiplying by $e^\tau$ makes the left side $d(e^\tau v)/d\tau$, and integration gives
\begin{equation}
v(\tau)=e^{-\tau}+\int_0^\tau e^{-(\tau-\tau')}g(\tau')\,d\tau' .
\label{eq:filter}
\end{equation}
The survival is a weighted average of the surface value 1 and all shallower values of $g$.

Two limits show what carries the information. For $\tau\ll1$, $v\simeq1-\int s(1-g)\,dz$: direct scattering gives the profile near its peak, where dechannelling is a small correction. Behind the peak, where $fc$ is small, the correction can still exceed $fc$ itself. If instead $g$ varies slowly over the length $1/s$, then beyond the surface transient $v-g\simeq-g'/s$, so
\begin{equation}
fc\simeq-\frac{1}{s}\frac{d\ln g}{dz}.
\end{equation}
The profile is then read from a slope, and differentiation makes it sensitive to noise. The example has $1/s=1164$ nm at the surface and a damage standard deviation of 70 nm, so the profile near the peak, where $\tau\approx0.2$, is read from direct scattering as in the first limit. In the clean window $\tau$ is 0.5--0.7 and the first-limit formula fails: at 650 nm it gives $1-v=0.052$ against the exact 0.038, so the full march is needed there.

\section{The march}

In a channel of thickness $h$, replace $g$ by its measured mean and let $t=sh$, with $s$ taken at mid-depth. For constant $g$, (\ref{eq:linear}) has the solution $v=g+(v_{\rm in}-g)e^{-x}$, $0\le x\le t$. Its end value and mean are
\begin{align}
v_{\rm out}&=g+(v_{\rm in}-g)e^{-t},\label{eq:out}\\
\bar v&=\frac1t\int_0^t\!\left[g+(v_{\rm in}-g)e^{-x}\right]dx
=g+(v_{\rm in}-g)\frac{1-e^{-t}}{t},\label{eq:mean}\\
c&=(1-g/\bar v)/f .\label{eq:c}
\end{align}
Within a cell, $g$ differs from its mean by $O(h)$ with zero average. The weight $e^{-(t-x)}$ varies by $O(h)$, so their product integrates to an error $O(h^3)$ per cell. Over a fixed depth this accumulates to $O(h^2)$. Replacing the mean of $g/v$ by the ratio of means in (\ref{eq:c}) also costs $O(h^2)$.

An explicit march uses the front value, $c=(1-g/v_{\rm in})/f$, and then $v_{\rm out}=v_{\rm in}e^{-\sigma nhc}$. Since $v_{\rm in}$ exceeds the cell mean by $O(h)$, this march is first order. For cells of 40, 20 and 10 nm, the survival error at 320 nm was $1.7\times10^{-5}$, $4.2\times10^{-6}$ and $1.1\times10^{-6}$ with (\ref{eq:out}), against $4.1\times10^{-4}$, $2.1\times10^{-4}$ and $1.05\times10^{-4}$ with the explicit march.

\section{Fixing the cross-section}

Suppose the true cross-section is $\sigma$ and the trial value is $\lambda\sigma$, with the same energy dependence. With $\tau$ defined by the true value,
\begin{equation}
\frac{dv_\lambda}{d\tau}=-\lambda(v_\lambda-g),\qquad
\frac{dv}{d\tau}=-(v-g).
\end{equation}
Subtract, and write $v_\lambda-g=\delta+(v-g)$ with $\delta=v_\lambda-v$:
\begin{equation}
\frac{d\delta}{d\tau}=-\lambda\delta+(1-\lambda)(v-g),\qquad\delta(0)=0 .
\end{equation}
The integrating factor $e^{\lambda\tau}$ gives
\begin{equation}
\delta(\tau)=(1-\lambda)\int_0^\tau e^{-\lambda(\tau-\tau')}(v-g)\,d\tau' .
\label{eq:closure}
\end{equation}
Because $v-g=fcv\ge0$, and is positive in the damage, $\delta$ behind the damage has the sign of $1-\lambda$. There $g=v$, so the apparent damage is
\begin{equation}
fc_\lambda=1-v/v_\lambda=\delta/v_\lambda .
\end{equation}
Too small a cross-section leaves false positive damage in the clean window, and too large a one leaves negative damage. For noiseless data obeying the model, the zero is therefore unique and bisection finds it. In the example, halving $\sigma$ gave a window mean of $+0.016$ and doubling it gave $-0.020$.

Behind the damage the source in (\ref{eq:closure}) vanishes and $\delta$ decays as $e^{-\lambda\tau}$. A sloping residual there can thus come from a wrong $\sigma$ and need not be a damage tail. For very large $\lambda$ the residual is negative but small, and noise can reverse its sign. The upper end of the bracket should therefore be a few times the expected value.

\subsection{A starting value}

An ion of charge number $Z_1$ passing an atom of charge number $Z_2$ at impact parameter $q$ and speed $w$ receives, on a nearly straight path, the transverse momentum
\begin{equation}
\frac{C q}{w}\int_{-\infty}^{\infty}\frac{dx}{(x^2+q^2)^{3/2}}=\frac{2C}{qw},
\qquad C=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0}.
\end{equation}
Division by the momentum $M_1w$ gives the angle $2C/(qM_1w^2)=C/(Eq)=b/q$, with $b=C/E$. Take the critical angle as $\psi_1=\sqrt{2b/d}$, where $d$ is the atomic spacing along the row. Deflections above it need $q<b/\psi_1$, so
\begin{equation}
\sigma=\pi b^2/\psi_1^2=\pi bd/2\ \propto\ 1/E .
\end{equation}
The march therefore uses $\sigma(z)=\sigma_0E_0/E(z)$. The magnitude is an estimate, since it varies as the inverse square of the chosen critical angle. The $1/E$ law is retained and $\sigma_0$ is fitted.

\section{Pseudocode and cost}

\begin{verbatim}
convert channel edges to depth edges
for each channel i:
    g[i] = (R[i]-A[i])/(R[i]-V[i])
    a[i] = n*h[i]*E0/(f*E[i])

function march(sigma0):
    v = 1
    for i from surface to depth:
        t    = sigma0*a[i]
        q    = exp(-t)
        mean = g[i] + (v-g[i])*(1-q)/t
        c[i] = (1-g[i]/mean)/f
        v    = g[i] + (v-g[i])*q
    return c

bracket sigma0 between low > 0 and high
repeat:
    trial = (low+high)/2
    c = march(trial)
    if mean(c in clean window) > 0: low = trial
    else: high = trial
\end{verbatim}

For small $t$, $1-e^{-t}$ should be evaluated by a function that avoids cancellation. One march costs one exponential per channel. With 171 channels and 40 bisections this is 6840 exponentials.

\section{Stability and counting noise}

At fixed $\sigma$, an error $\delta g_j$ in cell $j$ changes the final survival by $w_j\,\delta g_j$, where
\begin{equation}
w_j=e^{-(T-\tau_{j+1})}(1-e^{-t_j}),\qquad \sum_jw_j=1-e^{-T}.
\end{equation}
Here $\tau_{j+1}$ is the optical depth at the back of the cell and $T$ that at the end of the march. The sum telescopes, so $|\delta v|\le(1-e^{-T})\max|\delta g|$, and errors do not grow exponentially with depth. The profile can still be noisy behind heavy damage, because
\begin{equation}
f\,\delta c=-\delta g/v+g\,\delta v/v^2
\end{equation}
contains inverse powers of the survival.

For the variance of $g$, differentiate (\ref{eq:g}):
\begin{equation}
\frac{\partial g}{\partial A}=\frac{-1}{R-V},\quad
\frac{\partial g}{\partial V}=\frac{g}{R-V},\quad
\frac{\partial g}{\partial R}=\frac{1-g}{R-V}.
\end{equation}
Independent Poisson counts, recorded at equal charge and not rescaled, have variances equal to their means, hence
\begin{equation}
\mathrm{var}\,g=\frac{A+g^2V+(1-g)^2R}{(R-V)^2},\qquad
\mathrm{var}\,v=\sum_jw_j^2\,\mathrm{var}\,g_j .
\end{equation}

\section{Worked example}

The model is a 2.0 MeV helium beam along $\langle100\rangle$ silicon, with the detector at $170^\circ$. The chosen damage is a Gaussian of peak fraction 0.25, depth 250 nm and standard deviation 70 nm, with $f=1$. The clean window is 550--750 nm.

At the surface the detected energy changes with depth by $KS_0+S(KE_0)/|\cos\theta_s|$. With $K=0.5657$, $S_0=245$ eV/nm and $p=0.3$, this is $139+295=434$ eV/nm, so a 2 keV channel is 4.61 nm thick. For the cross-section, $b=2.016\times10^{-5}$ nm and $d=0.5431$ nm give
\begin{equation}
\sigma_0=\frac{\pi}{2}(2.016\times10^{-5})(0.5431)
=1.720\times10^{-5}\ \mathrm{nm^2}=1.720\times10^{-19}\ \mathrm{cm^2}.
\end{equation}

The channel at 252.1 nm has $R=10320.6$, $A=3049.9$ and $V=435.0$, which are mean counts and need not be integers. Thus
\begin{equation}
g=\frac{7270.7}{9885.6}=0.7355,\qquad
c=1-\frac{0.7355}{0.9805}=0.250 .
\end{equation}
Without the dechannelling correction the same channel gives $1-g=0.265$. At 650 nm, where no displaced atoms remain, the uncorrected value is still 0.038, equal to the lost fraction $1-v$ behind the damage.

From noiseless spectra the march and closure return $2190\ \mathrm{nm^{-2}}=2.19\times10^{17}\ \mathrm{cm^{-2}}$ and the input cross-section within 0.01\%. This measures the numerical error of the inversion, not the accuracy of the two-beam model.

For the noise in $c$ at the peak, where the term in $\delta v$ is negligible,
\begin{equation}
\frac{\sqrt{3050+235+722}}{9886\times0.9805}=0.0065 .
\end{equation}
An ensemble of 600 Poisson spectra at fixed $\sigma$ gave 0.0064. When $\sigma$ was refitted for each spectrum, the standard deviations were 2.1\% in $\sigma$ and 0.7\% in areal density. The single noisy profile in the numerical output gives 0.035 at 98.6 nm, where the true value is 0.024. The variance formula makes this a deviation of about 3.4 standard deviations, so one profile should not be used to judge typical noise.

\section{Real silicon and failure modes}

The example resembles a heavily damaged medium-energy implant. Its peak, $1.25\times10^{22}\ \mathrm{cm^{-3}}$ displaced atoms, is at or above the amorphization thresholds commonly used in implantation models, so a real layer with this signal would contain clusters and amorphous pockets rather than isolated, randomly displaced atoms. The stopping power, the virgin surface yield of 3\% and the virgin rate of $5\times10^{-5}\ \mathrm{nm^{-1}}$ are rough typical values. The real measurement departs from the model in several ways. Where a size is given below, it is for that effect alone, with the other settings held fixed.

\paragraph{Plural scattering.} Several deflections below $\psi_1$ can add up to dechannel an ion. The contribution from pairs of collisions grows as the square of the areal density at leading order, so $\sigma$ is not a constant of the material. Summing screened deflections for ions that start parallel to the row, without restoring forces from the rows, and counting an ion as lost once its summed angle has exceeded $\psi_1$, gave a dechannelled fraction of about 0.05, against 0.035 for single screened collisions (0.038 without screening). Analysing spectra built from this survival curve raised the fitted $\sigma$ by 30--35\% relative to the Coulomb estimate, depending on how often the summed angle is compared with $\psi_1$, but lowered the areal density by only about 1\%. The largest error in $c$ was about 0.003. The fitted $\sigma$ is thus an effective value for this layer and should not be carried to a different dose without a check.

\paragraph{Depth scale and resolution.} If ions lose energy at 0.8 times the random rate while they are channelled, the recovered centroid is 16 nm too shallow. Dechannelled ions also travelled at the reduced rate until they left the channel, so the dechannelling step and the virgin spectrum shift together with the direct counts. With all of them shifted and the scattering cross-section of the random beam kept, the areal density comes out 0.4\% high; shifting the direct counts alone would give 1.1\% low, because the march then subtracts dechannelling too early. The channelled ions also scatter at a higher energy, about 1.951 instead of 1.939 MeV at 250 nm. Since the scattering cross-section varies as $1/E^2$, this lowers the direct yield by about 1.3\%. The net areal density is about 0.9\% low, and the fitted $\sigma$ changes by less than 1\%. A detector resolution of 15 keV full width lowers the peak from 0.250 to 0.245 and leaves the areal density unchanged to the digits printed. Ignoring the energy dependence of $\sigma$ raises its fitted surface value by 3.2\% and changes the areal density by 0.05\%.

\paragraph{Normalisation.} A relative charge error $\epsilon$ in the aligned spectrum gives $\delta g=-\epsilon A/(R-V)$. In the clean window of the example, $\epsilon=1\%$ shifts $g$ by 0.001, which is 2.7\% of the step that fixes $\sigma$.

\paragraph{Surface atoms.} One visible atom per row is $27\ \mathrm{nm^{-2}}$, or 1.2\% of the damage. Where $A=V$, equation (\ref{eq:g}) gives $g=1$ and this peak drops out. A virgin reference with a different surface breaks the cancellation.

\paragraph{Defects that bend rows.} Dislocations can dechannel ions with little direct scattering. An extra rate $\eta(z)$ changes (\ref{eq:surv}) to $v'=-(\sigma nc+\eta)v$. If $\eta$ is proportional to $c$, it is practically indistinguishable from a larger $\sigma$. If it has another depth dependence, the closure may still return a cross-section, but the profile is distorted. With strong row bending behind the damage peak, the closure can have more than one zero or none. If such defects, or displaced atoms, extend through the chosen window, the closure condition is false and $\sigma$ must come from a separate measurement.

\section*{Numbers as computed}
\begin{verbatim}
Si lattice 0.5431 nm, atomic density 49.94 nm^-3
beam energy 2.0 MeV, detector 170 deg, K 0.5657
rough stopping 245 eV/nm at E0, exponent -0.3
virgin yield 0.03, virgin rate 5.0e-05 nm^-1
damage: peak 0.25, depth 250 nm, st.dev. 70 nm
channel 2 keV, first thickness 4.61 nm, channels 171
clean window 550 to 750 nm, surface random counts 10000
b 2.0160e-05 nm, psi1 8.616 mrad, b/psi1 2.340e-03 nm
sigma0 1.7198e-05 nm^2 = 1.7198e-19 cm^2
filter length 1/s at surface 1164 nm
two-beam yield, max deviation from population 1.2e-04
trajectory angle/psi1: Coulomb 1.0000, screened 0.9993
survival error at 320 nm, cells 40/20/10 nm: march 1.69e-05 4.23e-06 1.06e-06
  same, explicit march 4.13e-04 2.09e-04 1.05e-04
channel at 252.1 nm, thickness 4.470 nm:
  counts R 10320.6, A 3049.9, V 435.0
  g 0.73548, mean v 0.98045, c 0.24985, t 0.00396
depth nm | c true | c recovered | c one noisy run | 1-g uncorrected
  98.6 | 0.0241 | 0.0241 | 0.0347 | 0.0247
  180.2 | 0.1521 | 0.1521 | 0.1568 | 0.1572
  252.1 | 0.2499 | 0.2498 | 0.2529 | 0.2645
  318.8 | 0.1542 | 0.1542 | 0.1575 | 0.1812
  398.1 | 0.0266 | 0.0267 | 0.0215 | 0.0631
  498.2 | 0.0005 | 0.0005 | -0.0002 | 0.0386
  651.7 | 0.0000 | -0.0000 | -0.0009 | 0.0381
fitted sigma 1.7199e-05 nm^2, ratio to input 1.00005
areal damage: true 2190.3, recovered 2190.2 nm^-2
  recovered = 2.190e+17 cm^-2
  dechannelling ignored, to 550 nm: 2723.4 nm^-2 (24.3 % high)
survival behind damage 0.96188
clean-window mean c: sigma halved 0.01626, doubled -0.01973
f=0.8 read as f=1: sigma ratio 1.2501, areal ratio 0.8000
noise in c at peak: formula 0.00653, ensemble 0.00642
noise in final v: formula 1.65e-04, ensemble 1.72e-04
refitted ensemble: sigma st.dev. 2.1 %, areal st.dev. 0.68 %
neglected effects: sigma ratio | areal ratio
  15 keV resolution 1.0000 | 1.0000, peak c 0.2448
  channelled stopping x0.8 1.0134 | 0.9888, centroid shift -16.3 nm
  constant sigma 1.0324 | 0.9995
  plural scattering 1.2911 | 0.9907, max c error 0.0025
screened/Coulomb sigma 0.9202
layer dechannelling: single 0.0355, plural 0.0491
surface peak, one atom per row 27.1 nm^-2
\end{verbatim}
